# How a Cylindrical Liner Changes Silicon Stress Around a Via: a program that tests the result

```python
"""Thermal stress around a lined cylindrical via in a wide silicon wafer.

Result under test: the silicon stress is sigma_r = -sigma_theta = S b^2/r^2,
and the liner changes it at fixed position by the factor
    F = S b^2/(S0 a^2) = (1 + c x) / (1 + g (1 - a^2/b^2)),  x = b^2/a^2 - 1.
a: core radius, b: outer liner radius, S: radial stress at the silicon wall,
S0: the same without liner, g: elastic shielding number, c: thermal load of
the liner relative to the core.  k = lambda + mu is the plane-strain bulk
modulus and mu the shear modulus.  Lengths in um, moduli and stresses in GPa.
The independent side minimizes the discretized thermoelastic energy of a wide
cylinder with free outer surface and free (uniform) axial strain.
"""
from collections import namedtuple
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.optimize import minimize_scalar
import sympy as sy

Material = namedtuple("Material", "E nu alpha")


def lame(m):
    return m.E*m.nu/((1 + m.nu)*(1 - 2*m.nu)), m.E/(2*(1 + m.nu))


def energy_solution(core, liner, silicon, a, b, dT):
    """Radial finite elements; returns midpoints, regions, stresses, eps_z."""
    counts = [50, 400, 3000]
    r = np.concatenate([np.linspace(0, a, counts[0] + 1),
                        np.linspace(a, b, counts[1] + 1)[1:],
                        np.geomspace(b, 1000*a, counts[2] + 1)[1:]])
    region = np.repeat([0, 1, 2], counts)
    materials = (core, liner, silicon)
    lam = np.array([lame(m)[0] for m in materials])[region]
    mu = np.array([lame(m)[1] for m in materials])[region]
    free = np.array([m.alpha*dT for m in materials])[region]
    h, mid = np.diff(r), (r[1:] + r[:-1])/2
    weight = mid*h
    n = len(h)
    radial = sp.diags([-1/h, 1/h], [0, 1], shape=(n, n + 1)).tocsc()[:, 1:]
    hoop = sp.diags([0.5/mid, 0.5/mid], [0, 1],
                    shape=(n, n + 1)).tocsc()[:, 1:]
    trace = radial + hoop
    shear_weight = sp.diags(2*mu*weight)
    stiffness = (trace.T @ sp.diags(lam*weight) @ trace
                 + radial.T @ shear_weight @ radial
                 + hoop.T @ shear_weight @ hoop).tocsc()
    thermal = (3*lam + 2*mu)*free
    coupling = trace.T @ (lam*weight)
    load = trace.T @ (thermal*weight)
    z = splu(stiffness).solve(np.column_stack([load, coupling]))
    eps_z = ((np.sum(thermal*weight) - coupling @ z[:, 0])
             / (np.sum((lam + 2*mu)*weight) - coupling @ z[:, 1]))
    u = z[:, 0] - eps_z*z[:, 1]
    er, et = radial @ u, hoop @ u
    common = lam*(er + et + eps_z) - thermal
    stress = np.array([common + 2*mu*er, common + 2*mu*et,
                       common + 2*mu*eps_z])
    return mid, region, stress, eps_z


def strength(core, liner, silicon, a, b, dT):
    """sigma_r r^2 just outside the liner, from the energy solution."""
    mid, region, stress, _ = energy_solution(core, liner, silicon, a, b, dT)
    i = np.flatnonzero(region == 2)[0]
    return stress[0, i]*mid[i]**2


def closed_form(core, liner, silicon, a, b, dT):
    (lf, mf), (ll, mu), (_, ms) = map(lame, (core, liner, silicon))
    kf, k = lf + mf, ll + mu
    M = k + mu
    eta_f = (1 + core.nu)*(core.alpha - silicon.alpha)*dT
    eta_l = (1 + liner.nu)*(liner.alpha - silicon.alpha)*dT
    q, x = a*a/(b*b), b*b/(a*a) - 1
    g = (kf - k)*(ms - mu)/(M*(kf + ms))
    c = k*(kf + mu)*eta_l/(kf*M*eta_f)
    T = 1/(1 + g*(1 - q))
    F = (1 + c*x)*T
    S0 = -2*ms*kf*eta_f/(kf + ms)
    D = M*(kf + ms) + (1 - q)*(kf - k)*(ms - mu)
    X = (-ms*eta_l*(kf + mu) - q*kf*(eta_f - eta_l)*(ms - mu))/D
    Y = q*((ms + k)*kf*(eta_f - eta_l) + (kf - k)*ms*eta_l)/D
    return dict(kf=kf, k=k, mu=mu, ms=ms, M=M, g=g, c=c, T=T, F=F, S0=S0,
                S=S0*F*q, X=X, Y=Y, x=x)


# General symbolic check: impose the four interface conditions directly.
lf, mf, ll, ml, ls, ms_, s = sy.symbols("lf mf ll ml ls ms s", positive=True)
ef, el, Af, A, B, C = sy.symbols("ef el Af A B C")
rr = sy.symbols("r", positive=True)


def radial_stress(u, lam, mu, e):
    return (lam + 2*mu)*sy.diff(u, rr) + lam*u/rr - (3*lam + 2*mu)*e


uf, ul, us = Af*rr, A*rr + B/rr, C/rr      # core radius s, hole radius 1
conditions = [(uf - ul).subs(rr, s), (ul - us).subs(rr, 1),
              (radial_stress(uf, lf, mf, ef)
               - radial_stress(ul, ll, ml, el)).subs(rr, s),
              (radial_stress(ul, ll, ml, el)
               - radial_stress(us, ls, ms_, 0)).subs(rr, 1)]
constants = sy.solve(conditions, [Af, A, B, C], dict=True)[0]
S_direct = radial_stress(us, ls, ms_, 0).subs(rr, 1).subs(C, constants[C])
kf_, k_ = lf + mf, ll + ml
eta_f_ = (3*lf + 2*mf)/(2*kf_)*ef
eta_l_ = (3*ll + 2*ml)/(2*k_)*el
D_ = (k_ + ml)*(kf_ + ms_) + (1 - s**2)*(kf_ - k_)*(ms_ - ml)
S_formula = -2*ms_*(s**2*kf_*(k_ + ml)*eta_f_
                    + (1 - s**2)*k_*(kf_ + ml)*eta_l_)/D_
assert sy.cancel(sy.together(S_direct - S_formula)) == 0

# Worked example: chosen round model parameters.
a, t, dT = 5.0, 0.5, -200.0
core = Material(120.0, 0.35, 17e-6)
liner = Material(3.0, 0.35, 43e-6)
silicon = Material(160.0, 0.25, 3e-6)
b = a + t
v = closed_form(core, liner, silicon, a, b, dT)
mid, region, stress, eps_z = energy_solution(core, liner, silicon, a, b, dT)
near = (region == 2) & (mid < 5*b)
expected = v["S"]*b*b/mid[near]**2
field_error = max(np.max(abs(stress[0, near] - expected)),
                  np.max(abs(stress[1, near] + expected)),
                  np.max(abs(stress[2, near])))/abs(v["S"])
assert field_error < 2e-4      # finite outer radius and mesh
assert abs(eps_z/(silicon.alpha*dT) - 1) < 1e-4
in_liner = region == 1
for row, sign in ((0, -1), (1, 1)):
    formula = 2*v["k"]*v["X"] + sign*2*v["mu"]*v["Y"]*b*b/mid[in_liner]**2
    assert np.max(abs(stress[row, in_liner] - formula)) < 2e-4*abs(v["S"])
core_stress = 2*v["k"]*v["X"] - 2*v["mu"]*v["Y"]*b*b/a**2
liner_hoop = 2*v["k"]*v["X"] + 2*v["mu"]*v["Y"]*b*b/a**2
assert np.max(abs(stress[:2, region == 0] - core_stress)) < 2e-4*abs(v["S"])

# A liner made of silicon is the bare via.
bare = strength(core, silicon, silicon, a, b, dT)
assert abs(bare/(v["S0"]*a*a) - 1) < 1e-4 and bare > 0


def tested_factor(test_liner, thickness):
    outer = a + thickness
    numeric = strength(core, test_liner, silicon, a, outer, dT)/bare
    result = closed_form(core, test_liner, silicon, a, outer, dT)
    assert abs(numeric - result["F"]) < 2e-4*max(1, abs(result["F"]))
    return numeric, result


def matched(m):
    """Same elastic liner without thermal mismatch to silicon."""
    return m._replace(alpha=silicon.alpha)


print("core radius a = %.2f um, liner t = %.2f um" % (a, t))
print("temperature change = %.0f K" % dT)
for name, m in (("core", core), ("liner", liner), ("silicon model", silicon)):
    print("%s: E = %.0f GPa, nu = %.2f, alpha = %.0f ppm/K"
          % (name, m.E, m.nu, 1e6*m.alpha))
print("core k_f = %.2f GPa, silicon mu_s = %.2f GPa" % (v["kf"], v["ms"]))
print("liner k = %.3f, mu = %.3f, M = %.3f GPa" % (v["k"], v["mu"], v["M"]))
print("g = %.3f, c = %.3f, x = %.3f (dimensionless)"
      % (v["g"], v["c"], v["x"]))
print("bare wall stress S0 = %.1f MPa" % (1e3*v["S0"]))
print("lined wall stress S = %.1f MPa" % (1e3*v["S"]))
print("elastic T = %.4f, total F = %.4f, S/S0 = %.4f"
      % (v["T"], v["F"], v["S"]/v["S0"]))
print("core in-plane stress = %.1f MPa" % (1e3*core_stress))
print("liner hoop stress at r=a = %.1f MPa" % (1e3*liner_hoop))
print("largest field error / S = %.1e" % field_error)
print("axial strain / silicon free strain = %.6f"
      % (eps_z/(silicon.alpha*dT)))

print("Thickness scan, E = %.0f GPa: t(um), T, F, S/S0" % liner.E)
for thickness in (0.25, 0.5, 1.0, 2.0, 4.0):
    elastic, _ = tested_factor(matched(liner), thickness)
    total, res = tested_factor(liner, thickness)
    assert abs(elastic - res["T"]) < 2e-4
    print("  %.2f  %.4f  %.4f  %.4f"
          % (thickness, elastic, total, total/(1 + res["x"])))
thick_T, _ = tested_factor(matched(liner), 100*a)
assert abs(thick_T - 1/(1 + v["g"])) < 1e-3   # liner is large but finite
print("thick-liner limit of T = %.4f" % (1/(1 + v["g"])))

print("Modulus scan, t = %.2f um: E(GPa), T, F" % t)
previous = (0.0, 0.0)
for E in (0.3, 1.0, 3.0, 10.0, 30.0):
    varied = liner._replace(E=E)
    pair = (tested_factor(matched(varied), t)[0], tested_factor(varied, t)[0])
    assert pair[0] > previous[0] and pair[1] > previous[1]
    previous = pair
    print("  %.1f  %.4f  %.4f" % (E, *pair))

w = liner.E/(2*v["kf"])
nu_cross = (-1 + np.sqrt(9 - 8*w))/4
cross_T, _ = tested_factor(matched(liner._replace(nu=nu_cross)), t)
assert abs(cross_T - 1) < 2e-4
print("Poisson scan, E = %.0f GPa: nu, k(GPa), T" % liner.E)
for nu in (0.35, 0.45, 0.49, 0.499):
    elastic, res = tested_factor(matched(liner._replace(nu=nu)), t)
    assert (elastic < 1) == (nu < nu_cross)
    print("  %.3f  %.2f  %.4f" % (nu, res["k"], elastic))
print("T = 1 at nu = %.5f" % nu_cross)

# A liner stiffer than both neighbours in the relevant moduli also shields.
stiff = Material(600.0, 0.30, silicon.alpha)
stiff_T, res = tested_factor(stiff, t)
assert res["k"] > res["kf"] and res["mu"] > res["ms"] and stiff_T < 1
print("stiff liner E = %.0f GPa, nu = %.2f: T = %.4f"
      % (stiff.E, stiff.nu, stiff_T))

# Strong thermal mismatch can defeat elastic shielding.
harmful = Material(30.0, 0.35, 63e-6)
harm_F, res = tested_factor(harmful, t)
harm_wall = harm_F/(1 + res["x"])
assert res["T"] < 1 < harm_F and res["c"] > 1 + res["g"] and harm_wall > 1
print("harmful liner: E = %.0f GPa, nu = %.2f, alpha = %.0f ppm/K"
      % (harmful.E, harmful.nu, 1e6*harmful.alpha))
print("  g = %.3f, c = %.3f, T = %.4f, F = %.4f, S/S0 = %.4f"
      % (res["g"], res["c"], res["T"], harm_F, harm_wall))

# Thin compliant limit: reduce t and E together, keeping t/M fixed.
t_c = a*v["M"]/2*(1/v["kf"] + 1/v["ms"])
thin_T = 1/(1 + t/t_c)
errors = []
for scale in (1.0, 0.1):
    numeric, _ = tested_factor(matched(liner._replace(E=scale*liner.E)),
                               scale*t)
    errors.append(abs(numeric - thin_T))
assert errors[1] < 0.15*errors[0]
print("thin-liner scale t_c = %.4f um, thin estimate T = %.4f"
      % (t_c, thin_T))
print("thin-limit error: full scale %.4f, one tenth %.4f" % tuple(errors))

# Best thickness at fixed core radius and fixed observation point.
g, c = v["g"], v["c"]
x_best = (np.sqrt(g*(1 + g - c)/c) - 1)/(1 + g)
t_best = a*(np.sqrt(1 + x_best) - 1)
search = minimize_scalar(
    lambda d: strength(core, liner, silicon, a, a + d, dT)/bare,
    bounds=(0.1, 3.0), method="bounded", options={"xatol": 1e-5})
assert abs(search.x - t_best) < 3e-3
best_F, _ = tested_factor(liner, t_best)
print("best thickness: formula %.4f um, search %.4f um" % (t_best, search.x))
print("x at best thickness = %.4f, smallest F = %.4f" % (x_best, best_F))

# Radius at which the radial stress has fallen to a chosen limit.
limit = 0.050
r_bare = a*np.sqrt(abs(v["S0"])/limit)
r_lined = r_bare*np.sqrt(abs(v["F"]))
outside = region == 2
assert r_lined > b
assert abs(np.interp(r_lined, mid[outside], stress[0, outside])/limit - 1) \
    < 5e-4
print("radius for %.0f MPa: bare %.2f um, lined %.2f um"
      % (1e3*limit, r_bare, r_lined))
print("all good")
```

It prints:

```
core radius a = 5.00 um, liner t = 0.50 um
temperature change = -200 K
core: E = 120 GPa, nu = 0.35, alpha = 17 ppm/K
liner: E = 3 GPa, nu = 0.35, alpha = 43 ppm/K
silicon model: E = 160 GPa, nu = 0.25, alpha = 3 ppm/K
core k_f = 148.15 GPa, silicon mu_s = 64.00 GPa
liner k = 3.704, mu = 1.111, M = 4.815 GPa
g = 8.893, c = 2.214, x = 0.210 (dimensionless)
bare wall stress S0 = 337.9 MPa
lined wall stress S = 160.8 MPa
elastic T = 0.3932, total F = 0.5760, S/S0 = 0.4760
core in-plane stress = 165.2 MPa
liner hoop stress at r=a = 114.9 MPa
largest field error / S = 3.2e-06
axial strain / silicon free strain = 1.000004
Thickness scan, E = 3 GPa: t(um), T, F, S/S0
  0.25  0.5474  0.6716  0.6092
  0.50  0.3932  0.5760  0.4760
  1.00  0.2690  0.5311  0.3688
  2.00  0.1867  0.5836  0.2978
  4.00  0.1399  0.8338  0.2573
thick-liner limit of T = 0.1011
Modulus scan, t = 0.50 um: E(GPa), T, F
  0.3  0.0587  0.0858
  1.0  0.1735  0.2537
  3.0  0.3932  0.5760
  10.0  0.7055  1.0393
  30.0  0.9092  1.3603
Poisson scan, E = 3 GPa: nu, k(GPa), T
  0.350  3.70  0.3932
  0.450  10.34  0.6158
  0.490  50.34  0.9106
  0.499  500.33  1.0376
T = 1 at nu = 0.49662
stiff liner E = 600 GPa, nu = 0.30: T = 0.9325
harmful liner: E = 30 GPa, nu = 0.35, alpha = 63 ppm/K
  g = 0.575, c = 3.544, T = 0.9092, F = 1.5859, S/S0 = 1.3106
thin-liner scale t_c = 0.2693 um, thin estimate T = 0.3501
thin-limit error: full scale 0.0431, one tenth 0.0044
best thickness: formula 1.0421 um, search 1.0421 um
x at best thickness = 0.4603, smallest F = 0.5309
radius for 50 MPa: bare 13.00 um, lined 9.86 um
all good
```
